\section*{Why the median-threshold transistor does not give the average leakage}

\section{The argument under review}

The manuscript estimates the standby current of a block of one million nominally identical transistors. Its argument runs as follows.

\begin{quote}
The threshold voltages scatter symmetrically about a median of 350 mV. A transistor with this threshold leaks 30 pA. As many devices leak more than this as leak less, so the deviations cancel in a large block, and the block leaks 30 $\mu$A. Any excess could come only from a few extreme devices, which can be screened out.
\end{quote}

The first two sentences can stand. The cancellation does not follow from them, and the remark about extreme devices needs a calculation of its own. I take these points in turn, and then ask whether the sign of the error is guaranteed.

\section{What the median device does tell us}

All gates are at zero bias. In weak inversion I write the leakage of a device with threshold $V$ as
\begin{equation}
I(V)=I_0e^{-V/u},\qquad u=\frac{nkT}{q},
\label{eq:law}
\end{equation}
where $q>0$ is the elementary charge and $n$ is the subthreshold slope factor. The prefactor $I_0$, $n$, the temperature $T$ and the drain bias are the same for all devices. The lowering of the threshold by the drain is included in $V$.

Let $m$ be the median of a continuous threshold distribution. Since $I(V)$ decreases with $V$, the events $I\ge I(m)$ and $V\le m$ are the same event, so
\begin{equation}
P[I\ge I(m)]=P[V\le m]=\tfrac12 .
\end{equation}
The median current is therefore $I_{\rm med}=I_0e^{-m/u}$. For $T=300$ K and $n=1.3$, $u=33.61$ mV. With the model values $I_0=1\,\mu$A and $m=350$ mV,
\begin{equation}
I_{\rm med}=(1\,\mu{\rm A})\,e^{-350/33.61}=30.0\ {\rm pA}.
\end{equation}
The manuscript has the median right. A total current, however, is the number of devices times their mean current, and the mean depends on how far the currents deviate as well as on how many lie on each side.

\section{Why the deviations do not cancel}

Take two devices with thresholds $m-d$ and $m+d$. Their average current is
\begin{equation}
\frac{I_0}{2}\left[e^{-(m-d)/u}+e^{-(m+d)/u}\right]
=I_{\rm med}\cosh\frac du .
\end{equation}
For $d=30$ mV, close to the standard deviation found below, the two currents are about 73 and 12 pA. Their average is about 43 pA. The threshold shifts cancel, but the current gained by one device exceeds the current lost by the other.

Now let $\delta=V-m$ have any distribution symmetric about zero for which the mean current exists. Symmetry gives $\langle e^{-\delta/u}\rangle=\langle e^{\delta/u}\rangle$. Replacing the first average by half the sum of both,
\begin{equation}
\frac{\langle I\rangle}{I_{\rm med}}
=\langle e^{-\delta/u}\rangle
=\left\langle\cosh\frac{\delta}{u}\right\rangle\ge1 .
\label{eq:cosh}
\end{equation}
Because $\cosh x>1$ for $x\ne0$, the inequality is strict whenever the threshold varies. The manuscript's own assumption of symmetry thus contradicts its conclusion.

\section{The size of the effect}

For a Gaussian threshold distribution with standard deviation $\sigma$, define $s=\sigma/u$. The mean requires the integral of $e^{-\delta/u}$ with the Gaussian density. Completing the square in the exponent gives
\begin{equation}
-\frac{\delta^2}{2\sigma^2}-\frac{\delta}{u}
=-\frac{(\delta+\sigma^2/u)^2}{2\sigma^2}+\frac{\sigma^2}{2u^2}.
\label{eq:square}
\end{equation}
The first term on the right is a shifted Gaussian, whose normalized integral is one. Hence
\begin{equation}
\frac{\langle I\rangle}{I_{\rm med}}=e^{s^2/2}.
\label{eq:ratio}
\end{equation}

I estimate the spread $\sigma$ from a model of the device with two independent sources. First, suppose that the threshold shift is proportional to the number of dopants per gate area, $N/(WL)$, with $W$ and $L$ the gate width and length. For independently placed dopants $N$ has Poisson statistics, so its standard deviation is $\sqrt{\langle N\rangle}\propto\sqrt{WL}$. Division by $WL$ gives
\begin{equation}
\sigma_{\rm d}=\frac{A}{\sqrt{WL}} .
\end{equation}
With $W=60$ nm, $L=30$ nm and $A=1.2$ mV\,$\mu$m, $\sqrt{WL}=0.0424\,\mu$m and $\sigma_{\rm d}=28.3$ mV.

Second, the gate length itself varies, with standard deviation $\sigma_L=2$ nm about $L_0=30$ nm. I model the fall of threshold in short devices by
\begin{equation}
V(L)=V_\infty-Be^{-L/\lambda},\qquad
g=\left.\frac{dV}{dL}\right|_{L_0}=\frac B\lambda e^{-L_0/\lambda}.
\label{eq:roll}
\end{equation}
For $B=1$ V and $\lambda=10$ nm, $g=100\,e^{-3}=4.98$ mV/nm. To first order the length contributes $g\sigma_L=9.96$ mV. The cross term in the variance of a sum of independent shifts vanishes, so
\begin{equation}
\sigma=\sqrt{\sigma_{\rm d}^2+(g\sigma_L)^2}
=\sqrt{28.28^2+9.96^2}\ {\rm mV}=29.99\ {\rm mV}.
\end{equation}
If both parts are Gaussian, so is their sum. Then $s=0.892$, and
\begin{equation}
\langle I\rangle=(30.0\ {\rm pA})\,e^{0.398}=44.7\ {\rm pA}.
\end{equation}
The expected current of the million devices is 44.7 $\mu$A. The manuscript's 30 $\mu$A is too low by about a third of the correct value.

A single threshold can represent the mean, but it is not the median. Setting $e^{-V_{\rm eq}/u}=e^{-m/u+s^2/2}$ and taking logarithms,
\begin{equation}
V_{\rm eq}=m-\frac{\sigma^2}{2u}=336.6\ {\rm mV}.
\end{equation}
This effective threshold depends on temperature through $u$. With $\Phi$ the standard normal cumulative distribution, the fraction of devices leaking more than the mean is $P[\delta<-\sigma^2/(2u)]=\Phi(-s/2)=33\%$.

For $s\ll1$ the ratio is $1+s^2/2$, so the median estimate is then adequate. Narrowing the gate has the opposite effect. At $W/4$, with $L$, $A$ and $m$ unchanged, $\sigma_{\rm d}$ doubles, $\sigma$ becomes 57.4 mV and the mean is 4.3 times the median. A common change of $I_0$ with width would not alter this ratio. Heating at fixed $m$ and $\sigma$ lowers the ratio, because $s\propto1/T$, even though it raises the median leakage.

The Gaussian form is not essential. For a uniform distribution between $m-h$ and $m+h$, the variance is $h^2/3$, so equal $\sigma$ requires $h=\sqrt3\,\sigma$. Direct integration gives
\begin{equation}
\frac{\langle I\rangle}{I_{\rm med}}
=\frac1{2h}\int_{-h}^{h}e^{-\delta/u}\,d\delta
=\frac{\sinh(\sqrt3\,s)}{\sqrt3\,s}=1.448 ,
\end{equation}
against 1.489 for the Gaussian. Even a distribution with no tails produces most of the effect. The size does depend on the shape: a symmetric two-sided exponential distribution with the same $\sigma$ gives $1/(1-s^2/2)=1.66$. The dopant count is itself not exactly Gaussian. A gate of this size holds of order 100 dopants in its depletion layer at a doping of a few $10^{18}$ cm$^{-3}$, and a Poisson count with $\langle N\rangle=100$ and the same $\sigma_{\rm d}$ is skewed towards high thresholds. This lowers the ratio from 1.489 to about 1.46, so the Gaussian figure should be trusted only to a few per cent.

\section{Are a few extreme devices responsible?}

The manuscript's fallback concerns which devices carry the current. By Eq.~\eqref{eq:square}, the threshold distribution weighted by current is again Gaussian, with the same $\sigma$ but with its centre at
\begin{equation}
m-\frac{\sigma^2}{u}=m-s\sigma .
\end{equation}
Here the shift is 26.8 mV, less than one standard deviation. The share of the total current carried by devices with $V<m-k\sigma$ is
\begin{equation}
F(k)=\Phi\!\left(\frac{(m-k\sigma)-(m-s\sigma)}{\sigma}\right)=\Phi(s-k).
\end{equation}
The lower half of the thresholds ($k=0$) carries 81\% of the current. Devices more than $\sigma$ below the median are 15.9\% of the population and carry 45.7\%. Setting $k=s$ shows that half the current comes from the fraction $\Phi(-s)=18.6\%$ of devices.

Beyond $3\sigma$ the picture is different. These devices are 0.135\% of the population and carry 1.75\% of the current. Discarding them changes the mean of the remainder to
\begin{equation}
44.67\,\frac{1-0.0175}{1-0.00135}\ {\rm pA}\approx43.9\ {\rm pA},
\end{equation}
still far above 30 pA. Low thresholds do raise the mean, but at this $s$ the main contribution is from many moderately low ones. Screening at $3\sigma$ does not rescue the estimate. The conclusion depends on $s$: at $s=3$ the current-weighted centre would itself lie $3\sigma$ below the median, and half the current would come from beyond that point.

\section{Does a large block average the error away?}

A large block averages towards the mean. From Eq.~\eqref{eq:ratio} with $u$ replaced by $u/2$, $\langle I^2\rangle=I_{\rm med}^2e^{2s^2}$. Subtracting $\langle I\rangle^2=I_{\rm med}^2e^{s^2}$ and dividing by it gives a relative variance $e^{s^2}-1$ for one device. The variance of an average of $N$ independent devices is smaller by $N$, so its relative standard deviation is
\begin{equation}
\sqrt{\frac{e^{s^2}-1}{N}} .
\end{equation}
For $N=100$ this is 11\%; a random sample of such blocks also gives 11\%. The median block in that sample has a current per device 1.47 times that of the median device. For a million independent devices the spread is about 0.1\%, much smaller than the manuscript's error.

Independence matters. A threshold offset $D$ common to a whole block multiplies every current in it by $e^{-D/u}$, and increasing $N$ does not reduce that factor.

\section{Is the mean always above the median?}

The correction must not be turned into the opposite general claim. Exponential weighting alone does not fix the order of mean and median; Eq.~\eqref{eq:cosh} used symmetry. Single-trap shifts provide a counterexample.

Suppose that devices are otherwise identical and each contains one trap, filled throughout the observation. The trapped charge raises the threshold by $x\ge0$, with density $e^{-x/\eta}/\eta$. Let $r=\eta/u$. Relative to the trap-free current, the mean is
\begin{equation}
\int_0^\infty e^{-x/u}\frac{e^{-x/\eta}}{\eta}\,dx
=\frac{1/\eta}{1/u+1/\eta}=\frac1{1+r}.
\end{equation}
The median shift obeys $1-e^{-x/\eta}=1/2$, so it is $\eta\ln2$, and the median current factor is $e^{-r\ln2}=2^{-r}$. Therefore
\begin{equation}
\frac{\langle I\rangle}{I_{\rm med}}=\frac{2^r}{1+r}.
\end{equation}
The line $1+r$ meets the strictly convex function $2^r$ at $r=0$ and $r=1$. Between these points the line lies above the curve, so the mean is below the median; for $r>1$ the order is reversed. For illustration I take $\eta=17$ mV, which gives $r=0.506$ and a ratio of 0.943. This is a deliberately large value: one elementary charge spread evenly over the 60 nm by 30 nm gate would shift the threshold by only a few millivolts for an oxide 1 to 2 nm thick.

Convexity still guarantees that the mean current exceeds the current at the mean threshold. But here the long tail points towards high thresholds, and the mean shift, 17 mV, exceeds the median shift, 11.8 mV. For $0<r<1$ that difference outweighs the gain from convexity.

Now add the Gaussian variation, independent of the trap. The average of the product of independent current factors is the product of their averages, so the mean relative to the original $I_0e^{-m/u}$ is
\begin{equation}
\frac{e^{s^2/2}}{1+r}=\frac{1.489}{1.506}=0.989 .
\end{equation}
The median has to be found numerically. The resulting mean-to-median ratio is 1.587, larger than the 1.489 without traps, although traps alone gave a ratio below one. There is no contradiction, because medians do not multiply. The new median current is $0.989/1.587=0.623$ of the original one, which corresponds to a median threshold shift of $-u\ln0.623=15.9$ mV. In the presence of the broad Gaussian, the trap moves the median by nearly its mean shift of 17 mV, instead of 11.8 mV. The traps thus multiply the median current by 0.623 and the mean current by $1/1.506=0.664$, so the median falls by the larger factor and the ratio rises.

\section{Two approximations that need checking}

\subsection{Curvature of the threshold roll-off}

The length contribution was linearized. Put $L=L_0+\sigma_Lz$, with $z$ a standard normal variable. Expanding Eq.~\eqref{eq:roll} to second order,
\begin{equation}
V(L)-V(L_0)\simeq g\sigma_Lz-\frac{g\sigma_L^2}{2\lambda}z^2 .
\end{equation}
With $a=g\sigma_L/u=0.296$ and $b=g\sigma_L^2/(2\lambda u)=0.0296$, the current factor is $e^{-az+bz^2}$. Let $c=1-2b>0$. Including the Gaussian weight, the exponent is
\begin{equation}
-\frac{cz^2}{2}-az=-\frac c2\left(z+\frac ac\right)^2+\frac{a^2}{2c}.
\end{equation}
Integration over $z$, with the weight's prefactor $1/\sqrt{2\pi}$, gives $c^{-1/2}e^{a^2/(2c)}=1.080$. The linear result, $e^{a^2/2}$, is 1.045. The full exponential roll-off gives 1.083 when lengths are truncated at $\pm4\sigma_L$. Truncation is necessary: for an unbounded Gaussian length, $e^{-L/\lambda}$ in the exponent of the current would overwhelm the Gaussian weight as $L\to-\infty$, and the mean would diverge. Negative lengths have no physical meaning in any case.

Multiplying the full length factor by the independent dopant factor $e^{\sigma_{\rm d}^2/(2u^2)}$ gives a mean 1.54 times the current of the nominal device. The population median threshold also moves, by $-0.89$ mV, so the mean is 1.50 times the population median. Curvature changes the estimate slightly and leaves the objection intact. I have neglected the dependence of $\sigma_{\rm d}$ and $I_0$ on each device's own length. Shorter gates have a larger $\sigma_{\rm d}$ and usually a larger $I_0$, so including this dependence would raise the mean further, by an amount comparable with the curvature correction. With $\sigma_{\rm d}\propto L^{-1/2}$ and $I_0\propto1/L$ the mean rises by a further 4\%, and the mean-to-median ratio becomes about 1.58.

\subsection{Devices leaving weak inversion}

Equation~\eqref{eq:law} overestimates the current of devices with very low thresholds. A smooth interpolation to strong inversion is
\begin{equation}
I=I_0\ln^2(1+z),\qquad z=e^{-V/(2u)},
\end{equation}
where $z$ is now a new variable. For $z\ge0$, $\ln(1+z)\le z$. Also $\ln(1+z)\ge z-z^2/2$, because the difference vanishes at $z=0$ and has derivative $z^2/(1+z)\ge0$. For $z\le1$ this lower bound is non-negative and may be squared, giving $z^2-z^3+z^4/4\ge z^2-z^3$. For $z>1$, $z^2-z^3$ is negative. Thus for all $z\ge0$,
\begin{equation}
z^2-z^3\le\ln^2(1+z)\le z^2 .
\end{equation}
The Gaussian averages are $\langle z^2\rangle=e^{-m/u+s^2/2}$ and $\langle z^3\rangle=e^{-3m/(2u)+9s^2/8}$. Dividing by $\langle z^2\rangle$,
\begin{equation}
1-e^{-m/(2u)+5s^2/8}\le
\frac{\langle I\rangle}{I_0\langle z^2\rangle}\le1 .
\end{equation}
The lower bound is 0.9910 and the computed ratio is 0.9911. At $m=350$ mV the exponential law therefore overstates the mean by about 0.9\% relative to the interpolation.

At $m=0$ the approximation fails. The interpolated law gives a mean-to-median ratio of 1.18, whereas Eq.~\eqref{eq:ratio} gives 1.49. For $-V\gg u$, $\ln(1+z)\simeq-V/(2u)$, so the current grows as $V^2$ instead of exponentially, and low thresholds receive less weight.

\section{What the estimate should state}

The manuscript should replace 30 $\mu$A by an expected subthreshold current of about 45 $\mu$A, the result of the linearized Gaussian model without traps, and give $\sigma$, the temperature and the assumed shape of the threshold distribution beside it. This value excludes gate tunnelling and junction leakage. If these add the same current $I_{\rm b}$ to every device, the ratio becomes $(\langle I\rangle+I_{\rm b})/(I_{\rm med}+I_{\rm b})$, which is closer to one, while the absolute difference of 14.7 pA per device remains. Variations of $I_0$ and $n$ are also excluded. The numerical output lists the model parameters and the main computed results.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K; slope factor n: 1.3
median threshold m: 350 mV
current prefactor I0: 1.0 uA
gate width, length: 60, 30 nm
matching coefficient A: 1.2 mV um
length spread: 2.0 nm
roll-off B: 1000 mV; decay length: 10 nm
voltage scale u: 33.608 mV
dopant threshold spread: 28.284 mV
roll-off sensitivity g: 4.979 mV/nm
length threshold spread: 9.957 mV
total threshold spread sigma: 29.986 mV
s = sigma/u: 0.8922
dopant count, spread ratio for area ratio 4: 1.996
median current: 30.00 pA
mean current: 44.67 pA
mean/median, formula: 1.4889
mean/median, random sample: 1.4883
million devices, median estimate: 30.00 uA
million devices, expected total: 44.67 uA
threshold carrying the mean current: 336.62 mV
current-weighted threshold shift: -26.75 mV
devices above mean current: 32.78 %
current share below m: 81.39 %
current share below m-sigma: 45.71 %
device share below m-sigma: 15.87 %
current share below m-3sigma: 1.75 %
device share below m-3sigma: 0.135 %
devices carrying half the current: 18.61 %
mean/median, uniform threshold: 1.4484
width/4: total spread 57.44 mV
width/4: mean/median 4.308
length factor, linear: 1.0449
length factor, second order: 1.0803
length factor, full roll-off: 1.0828
full roll-off, mean/nominal: 1.5430
full roll-off, median threshold shift: -0.886 mV
full roll-off, mean/median: 1.5028
block size: 100 devices
block relative spread, formula: 0.1103
block relative spread, sample: 0.1100
median block/median device: 1.4743
mean trap shift eta: 17 mV; r = eta/u: 0.5058
mean/median, trap shifts only: 0.9430
mean/median, traps plus Gaussian: 1.5871
smooth-law mean/exponential-law mean: 0.99108
lower bound on that ratio: 0.99099
smooth law at m = 0, mean/median: 1.1772
\end{verbatim}
